Jamming of Immobile Dimers on a Line from Empty-Interval Rate Equations

Q: Molecules land on a row of adsorption sites, each taking two neighbouring sites and never leaving. Surely the row fills up if I wait long enough. Why should it stop short?

A: Because an empty site whose two neighbours are filled can take no dimer. If nothing moves, such a site stays empty forever. When every remaining empty site is of this kind, the row is jammed.

To find how many there are, let the row be infinite and empty at time t = 0. Every pair of neighbouring empty sites receives a dimer at the same rate k, independently of everything else. Dimers do not move, desorb or overlap. The coverage θ is the fraction of filled sites.

Q: The chance that a pair is empty depends on what happened nearby. How do you follow that without tracking whole configurations?

A: Let E_n(t) be the probability that n given consecutive sites are all empty. The other sites may be in any state. All positions are equivalent, so E_n depends on n and t alone, and

θ = 1 − E_1,  E_n(0) = 1.

An empty string can be destroyed but not created, since no site is ever vacated. Two kinds of landing destroy a string of n sites:

1. A dimer lands on one of the n − 1 pairs inside it. Each such pair is empty whenever the string is, so the loss is (n − 1)kE_n.
2. A dimer straddles an end, covering the last site of the string and the site just outside. That outer site must also be empty, so n + 1 consecutive sites must be. The two ends give 2kE_{n+1}.

Two landings in the same short interval dt contribute at order dt², so the losses add:

dE_n/dt = −k[(n − 1)E_n + 2E_{n+1}],  n ≥ 1.

For n = 1 this reads dE_1/dt = −2kE_2. Hence dθ/dt = 2kE_2, as it must be: dimers arrive at the rate kE_2 per site, and each fills two sites.

Q: Each equation calls for the next one. Why not close the set at once with E_2 = E_1²?

A: That treats neighbouring sites as independent. It would give dE_1/dt = −2kE_1², hence E_1 = 1/(1 + 2kt), which goes to zero. The approximation fills the row completely, because it never notices that the surviving empty sites are isolated.

The full set can be solved without it. First remove the loss from inner pairs by writing

E_n = e^{−(n−1)kt} f_n,  that is,  f_n = e^{(n−1)kt} E_n.

Differentiate the product and insert the rate equation:

df_n/dt = (n − 1)k f_n + e^{(n−1)kt} dE_n/dt
= (n − 1)k f_n − (n − 1)k f_n − 2k e^{(n−1)kt} E_{n+1}
= −2k e^{(n−1)kt} e^{−nkt} f_{n+1}
= −2k e^{−kt} f_{n+1}.

Now use the variable y = 1 − e^{−kt}, which runs from 0 to 1. Since dy = k e^{−kt} dt,

df_n/dy = −2f_{n+1},  f_n(0) = 1.

Neither the equation nor the starting value now distinguishes one n from another. We may therefore try the same function f for every n. Then df/dy = −2f with f(0) = 1, so f = e^{−2y}, and

E_n(t) = e^{−(n−1)kt} exp[−2(1 − e^{−kt})].

Q: You tried a common function and it worked. An infinite set of equations might have another solution with the same start.

A: Not among probabilities. Suppose there are two solutions, both between 0 and 1, and let D_n be their difference. Then D_n(0) = 0 and |D_n| ≤ 1. Integrating the rate equation with its inner loss as integrating factor gives

D_n(t) = −2k ∫₀ᵗ e^{−(n−1)k(t−t′)} D_{n+1}(t′) dt′.

The exponential is at most 1, so

|D_n(t)| ≤ 2k ∫₀ᵗ |D_{n+1}(t′)| dt′.

Apply the same inequality to D_{n+1}, then to D_{n+2}, and so on. After m applications the m nested time integrals give tᵐ/m!, and the last difference is at most 1:

|D_n(t)| ≤ (2kt)ᵐ/m!.

This holds for every m. At any fixed t the right side tends to zero as m grows, so D_n = 0. The solution found is the one we need.

Q: Then what coverage does the row reach?

A: Put n = 1:

θ(t) = 1 − exp[−2(1 − e^{−kt})].

As t → ∞, e^{−kt} → 0 and

θ_J = 1 − e^{−2} ≈ 0.8647.

In the same limit E_2 = e^{−kt} exp[−2(1 − e^{−kt})] → 0. No empty pair remains, so this is the jammed state and not a slow stage on the way to filling. The fraction e^{−2} ≈ 0.1353 of the sites stays empty, each one alone.

Q: Where does the 2 in the exponent come from physically?

A: From the two sides of a site. Consider a site at the end of a half-infinite row, and let q(t) be the probability that it has not been covered from that side. It can be covered at time t if its neighbour is empty too. This requires that no dimer has tried to land on their common pair, with probability e^{−kt}, and that the neighbour has not been covered from beyond, with probability q again. Therefore

dq/dt = −k e^{−kt} q,  q(0) = 1,  q = exp[−(1 − e^{−kt})].

While a site in the full row is empty, it separates the landings on its left from those on its right. The two sides have not yet influenced each other, so E_1 = q². Each side contributes one factor e^{−1} at the end.

Q: How bad is the independent-site guess before jamming?

A: The solution gives

E_2/E_1² = e^{−kt} exp[2(1 − e^{−kt})].

For small kt this is about 1 + kt. Empty sites then occur next to each other more often than independent sites would, since sites are filled in pairs. Later, landings use up the empty pairs and the ratio falls to zero. The full master equation for all configurations of a 12-site ring gives 1.302 at kt = 1 and 0.333 at kt = 3.

The same calculation tests the rate equations themselves. For n = 1 to 5, at kt = 0.3, 1, 3, 6 and 40, the directly computed change of E_n agreed with the two loss terms to within 2.2 × 10⁻¹⁶ k, which is rounding error. At kt = 1 the ring and the formula both give the coverage 0.717546. The jammed ring has 0.864668 against 0.864665 for the infinite row.

Q: How quickly is the limit approached?

A: Write ε = e^{−kt}. Then

θ_J − θ = e^{−2(1−ε)} − e^{−2} = e^{−2}(e^{2ε} − 1) ≈ 2e^{−2}e^{−kt}.

The approach is exponential because each remaining empty pair is hit at the fixed rate k. At kt = 6 this law gives 6.71 × 10⁻⁴, and the ring gives 6.73 × 10⁻⁴. The next term of the expansion raises the law by the relative amount ε, here 0.25%, which accounts for most of the difference.

Q: I would trust the number more if it came from an argument without time in it.

A: Take an open row of L empty sites and let F_L be the mean number left empty at the end. Clearly F_0 = 0 and F_1 = 1. For L ≥ 2 the first dimer is equally likely to take any of the L − 1 pairs. It leaves j sites on one side and L − 2 − j on the other, and these parts then fill independently:

F_L = [1/(L − 1)] Σ_{j=0}^{L−2} (F_j + F_{L−2−j}).

Both terms run over the same values, so

(L − 1)F_L = 2 Σ_{j=0}^{L−2} F_j.

Multiply by x^L, sum over L, and let G(x) = Σ F_L x^L. The left side becomes xG′ − G. On the right, a running sum of coefficients corresponds to division by 1 − x, and the shift by two sites to a factor x²:

xG′ − G = 2x²G/(1 − x).

Divide by xG and split the fraction:

G′/G = 1/x + 2x/(1 − x) = 1/x − 2 + 2/(1 − x).

Integration gives ln G = ln x − 2x − 2 ln(1 − x) + constant. The constant is zero because G begins with F_1x = x. Hence

G = x e^{−2x}/(1 − x)².

For long rows, expand the numerator about x = 1. Its value there is e^{−2}, and its derivative (1 − 2x)e^{−2x} is −e^{−2}, so

x e^{−2x} = e^{−2} + e^{−2}(1 − x) + (1 − x)²R(x).

The function R has a power series that converges for all x, so its coefficients vanish for large L. The coefficient of x^L in 1/(1 − x)² is L + 1, and in 1/(1 − x) it is 1. Therefore

F_L → (L + 2)e^{−2}.

Each added site contributes e^{−2} empty sites, which is the earlier result. The two row ends together add 2e^{−2}. For L = 10 the recursion gives 1.62399 and the limiting form 1.62402; for L = 5 they are 1.000 and 0.947. A direct random simulation of 600 000 sites gave the coverage 0.8651 ± 0.0004 (one standard error), in agreement with θ_J.

Q: You insisted on an initially empty row. What if some sites are already blocked?

A: Let a fraction c be blocked at random, independently. The rate equations are unchanged, but E_n(0) = (1 − c)ⁿ. The equations for f_n are now solved by

f_n = (1 − c)ⁿ exp[−2(1 − c)y],

since differentiation brings down −2(1 − c), which turns f_n into −2f_{n+1}. At y = 1 the total filled fraction, blocked sites included, is

1 − (1 − c) exp[−2(1 − c)].

For c = 0.2 this is 0.8385, and simulation gave 0.8386 ± 0.0004. Blocking a fifth of the sites lowers the total filling slightly, because the blocked sites create further isolated gaps.

Q: And if the adsorbed pieces can move?

A: Then the jammed state need not last. Suppose each dimer splits into two fragments that can hop singly to an empty neighbouring site. On a ring with an even number of sites the number of empty sites stays even, because dimers fill two at a time. As long as any are left there are at least two; hops can bring them together, and a dimer can fill them. On a finite ring this eventually happens. For eight sites and a hop rate of 0.1k, the master equation gives coverage 1.00000 at kt = 2000, against 0.86667 without hopping.

Q: Give me a surface where this could matter.

A: Water on the (001) surface of silicon dissociates into H and OH, each of which caps a dangling bond. The surface atoms form dimers arranged in rows. To avoid confusion, I call these surface dimers; the adsorbing "dimer" is the H and OH pair. Keep the channel in which H and OH take neighbouring bonds along one side of a row, and ignore the others for now.

Take rough conditions for dosing in ultrahigh vacuum: 300 K, 10⁻⁸ Torr and initial sticking probability 1. With the lattice constant a = 0.543 nm, the area per dangling bond is a²/2 = 0.1474 nm². The flux P/√(2πMk_BT), where P is the pressure and M the molecular mass, is 0.0478 nm⁻² s⁻¹. There is one pair per site along the row, so on the clean surface

k = 1 × 0.0478 × 0.1474 ≈ 7.04 × 10⁻³ s⁻¹.

After 60 s, kt = 0.423 and 1 − e^{−kt} = 0.345, so θ = 1 − e^{−0.689} = 0.498. After 180 s the coverage is 0.762, and after 600 s it is 0.861. It comes within 0.001 of jamming at kt = 5.605, which takes 5.605/(7.04 × 10⁻³ s⁻¹) ≈ 796 s, an exposure of 8.0 × 10⁻⁶ Torr s. The times in this example assume that a molecule arriving where it finds no empty pair leaves at once. The sticking probability then falls in proportion to E_2, to about 0.33 after 60 s. If molecules could instead wander until they found an empty pair, so that sticking stayed near 1, the row would come equally close to jamming in about a minute.

The clean surface has 6.78 × 10¹⁴ dangling bonds per cm². The model leaves 0.1353 of them, or 9.2 × 10¹³ cm⁻², each with no empty neighbour along its own side of the row. With sites 0.384 nm apart, their mean spacing along one side of a row is 0.384/0.1353 ≈ 2.84 nm.

Q: But H and OH can also cap the two ends of one surface dimer. You have left out a real channel.

A: Yes. That channel joins the two sides of a row into a ladder. If the rate across a surface dimer equals k, simulation gives a final coverage of 0.916. At 0.1k it is still 0.8857 ± 0.0004 (one standard error).

That a slow cross channel matters can be seen from two independently jammed chains. Both sites of a rung are empty with probability (e^{−2})² = 0.0183. A cross channel of any nonzero rate eventually fills these facing pairs, so even in the limit of a vanishing rate the final coverage is 0.8647 + 0.0183 = 0.8830. The wait is longer, though. Each site has one pair along the row but only half a facing pair, so at a cross rate of 0.1k the clean surface takes up 1.05k molecules per site. If the initial sticking probability is still 1, k must fall to 7.04 × 10⁻³/1.05 ≈ 6.71 × 10⁻³ s⁻¹, and the mean time for a landing on a given facing pair is about 1490 s.

Q: Could the molecule also prefer sites next to ones that have reacted?

A: It could, for instance if it first wanders in a weakly bound state. If wandering merely multiplies all landing rates by a common factor, even a time-dependent one, then kt is replaced by ∫k dt, and the jamming coverage is unchanged as long as this integral grows without limit. A preference among pairs that compete for the same sites can change it. With a trial factor of 2 in the rate for each filled neighbour, the single chain jams at 0.885; with a factor of 0.5, at 0.845. A gap of four sites shows why. A landing at either end leaves a pair that can still be filled, while a landing in the middle leaves two isolated sites. In such a gap, favouring the ends therefore wastes fewer sites.

Q: Set all this beside a real wafer. Which assumptions fail, and by how much?

A: Both dissociation channels occur on real Si(001), so 0.865 belongs to the model with no cross channel at all and is not a prediction for the full surface. With equal rates in the ladder model, the empty fraction falls from 0.135 to 0.084, and the remaining dangling bonds from 9.2 × 10¹³ to about 5.7 × 10¹³ cm⁻². This too is a model number. Equal rates are an assumption, and the result is sensitive to it: the ladder leaves an empty fraction of about 0.04 at a cross rate of 3k and about 0.01 at 10k. Tunnelling-microscope studies of water-saturated Si(001) report isolated dangling bonds on only about 1 to 2% of the surface atoms, so both the single chain and the equal-rate ladder overestimate the real density several times over. Defects hardly change the total filling at the assumed level: with 2% of sites blocked, the single-chain total is 0.862. Only 0.842 is due to adsorbed water, however. That is 0.023 less than on a chain without defects, a change about as large as the gain from a cross channel of rate 0.1k. An open row of 100 sites, 38 nm long and free of defects, reaches 0.862. At fixed temperature and initial sticking probability, k is proportional to the pressure, so the time to reach a given coverage below jamming is inversely proportional to the pressure.

Immobility depends on temperature. For an attempt rate of 10¹³ s⁻¹ and the 796 s exposure, keeping activated events below 1% per site at 300 K requires a barrier of at least

k_BT ln(10¹³ × 796/0.01) ≈ 1.07 eV.

A hydrogen hop along the row, with a rough barrier of 1.7 eV, meets this easily, with 2 × 10⁻¹³ hops per site. For the same exposure time it reaches the 1% level at about 480 K. Both thresholds belong to this attempt rate and exposure time. If the exposure lasts a hundred times longer, the barrier needed at 300 K rises to 1.18 eV, and the 1.7 eV hop reaches the 1% level at about 430 K. The OH fragment must pass the same test with its own barrier, which is not estimated here. So must the hydrogen hop across one surface dimer, which moves an empty site to the other side of the row. Its reported barriers are lower, roughly 1.0 to 1.5 eV, a range that includes the 1.07 eV threshold. For another process, put its own time, temperature and attempt rate into the formula. If its barrier is lower than the result, check the immobile model against the actual hopping and desorption rates. The numerical output below gives the remaining values.

Table of computed values

```
Jamming coverage 1-exp(-2): 0.864665
Empty fraction exp(-2): 0.135335
Ring of 12, master equation, jammed coverage: 0.864668
Largest rate-equation error on ring (units of k): 2.2e-16
kt=0.3: coverage ring 0.404506, formula 0.404506
kt=0.3: ring E_2/E_1^2 = 1.2440
kt=1.0: coverage ring 0.717546, formula 0.717546
kt=1.0: ring E_2/E_1^2 = 1.3024
kt=3.0: coverage ring 0.850497, formula 0.850495
kt=3.0: ring E_2/E_1^2 = 0.3330
kt=6: distance to jamming, ring 6.727e-04, late law 6.709e-04
Row recursion, empty sites per added site: 0.135335
Row L=5: F_L=1.000000, (L+2)exp(-2)=0.947347
Row L=10: F_L=1.623986, (L+2)exp(-2)=1.624023
Row L=40: F_L=5.684082, (L+2)exp(-2)=5.684082
Simulation, number of sites: 600000
Simulated chain coverage: 0.86506 +- 0.00035
20% blocked: simulated filled fraction 0.83860 +- 0.00038
20% blocked: formula 0.83848
Ring of 8, final coverage, no hopping: 0.86667
Ring of 8, final coverage, hop rate 0.1k: 1.00000
Input temperature: 300 K
Input water pressure: 1e-08 Torr
Input initial sticking: 1.0
Input Si lattice constant: 0.543 nm
Site spacing along row: 0.384 nm
Area per dangling bond: 0.1474 nm^2
Molecular flux: 0.0478 per nm^2 per s
Rate k per pair: 7.044e-03 1/s
Coverage after 60 s: 0.4981
Coverage after 180 s: 0.7624
Coverage after 600 s: 0.8607
Reduced time kt to come within 0.001 of jamming: 5.605
Time to come within 0.001 of jamming: 796 s
Exposure for this: 7.96e-06 Torr s
Dangling bonds before adsorption: 6.783e+14 cm^-2
Isolated dangling bonds at jamming: 9.180e+13 cm^-2
Mean spacing of isolated bonds along row: 2.84 nm
Ladder, cross-dimer rate 0.1k: coverage 0.8857 +- 0.0004
Ladder, cross-dimer rate 1.0k: coverage 0.9157 +- 0.0004
Rate factor 0.5 per filled neighbour: coverage 0.8454
Rate factor 2.0 per filled neighbour: coverage 0.8853
Open row of 100 sites (38.4 nm): coverage 0.8620
Blocked fraction 0.02: total filled 0.8620
Blocked fraction 0.02: filled by dimers 0.8420
Input attempt rate: 1e+13 1/s; allowed events/site: 0.01
Smallest harmless barrier at 300 K: 1.07 eV
Hops per site during exposure, 1.7 eV: 2.2e-13
Temperature where 1.7 eV hops reach 1%: 479 K
```
